# Why CNDO Repulsion Depends Only on Atoms, and the CNDO/2 Fock Matrix

## Energies that depend on the axes

Take a diatomic molecule with one s and three p valence orbitals on each atom. In a self-consistent calculation, discard every electron repulsion integral that contains a product of two different orbitals, and keep the true values of the rest. For the model molecule used below, with the CNDO/2 core matrix given there and transformed with the orbitals, turning the bond from the $z$ axis to a direction midway between $x$ and $z$ changes the total energy by $-0.076$ hartree ($-2.07$ eV). Leaving the molecule in place and replacing s and $p_z$ by two digonal hybrids changes it by $-1.408$ hartree ($-38.3$ eV). Neither operation changes the molecule or the space spanned by its orbitals, so both energy changes are artefacts. Their size and even their sign depend on the core matrix: with both resonance parameters halved, each description has more than one closed-shell self-consistent solution, and between the lowest ones found the tilt changes the energy by $+0.032$ hartree.

The inconsistency is easiest to display on a single atom, although in this model the one-centre integrals supply only the smaller part of these energy changes. Write

$$
(\mu\nu|\lambda\sigma)=\iint \mu(1)\nu(1)\,\frac{1}{r_{12}}\,\lambda(2)\sigma(2)\,d\tau_1d\tau_2
$$

for real orbitals, in Hartree atomic units. Let $x$ and $z$ denote two p orbitals on one centre, and turn them by 45 degrees: $z'=(z+x)/\sqrt2$, $x'=(z-x)/\sqrt2$. Then $x'z'=\tfrac12(zz-xx)$, and

$$
(x'z'|x'z')=\tfrac14\left[(zz|zz)+(xx|xx)-2(xx|zz)\right].
$$

By isotropy $(x'z'|x'z')=(xz|xz)$ and $(xx|xx)=(zz|zz)$, so

$$
(zz|zz)-(xx|zz)=2(xz|xz).
$$

On atom A of the model the left side is $0.6182-0.5425=0.0757$ hartree, and $(xz|xz)=0.0378$ hartree. Discarding the right side while keeping the difference on the left contradicts isotropy.

Hybrids show the same fault. With $h_1=(s+z)/\sqrt2$ and $h_2=(s-z)/\sqrt2$, the product $h_1h_2$ equals $\tfrac12(ss-zz)$. In the hybrid basis one therefore discards

$$
(h_1h_2|h_1h_2)=\tfrac14[0.5642+0.6182-2(0.5636)]\approx0.014\ \text{hartree},
$$

whereas in the original basis one discards $(sz|sz)=0.126$ hartree. The two calculations use different interactions.

The same fault appears between the atoms. For the bond along $z$ and the turned orbitals on A, $(x'z'|s_Bs_B)=\tfrac12[(zz|s_Bs_B)-(xx|s_Bs_B)]\approx0.042$ hartree is discarded, while the original basis keeps the difference that produces it. In the model the two-centre integrals account for most of both energy changes. With orbital-dependent values kept only within each atom, and the s–s value used between the atoms, the changes are $-0.002$ hartree (tilt) and $-0.232$ hartree (hybrids). With orbital-dependent values kept only between the atoms, and the s–s value used within each atom, they are $-0.077$ and $-1.186$ hartree.

## The requirement and the result

Complete neglect of differential overlap (CNDO) replaces the repulsion integrals by

$$
(\mu\nu|\lambda\sigma)=\delta_{\mu\nu}\delta_{\lambda\sigma}\Gamma_{\mu\lambda},\qquad \Gamma_{\mu\lambda}=\Gamma_{\lambda\mu}. \tag{1}
$$

The orbitals are real and are treated as orthonormal throughout the molecule; true overlaps enter only the resonance terms. The requirement is that one and the same interaction has the form (1) in every basis reached by orthogonal mixing of orbitals within each atom. Such mixings include rotations of the p orbitals and hybridisation of s with p. This is a condition on the interaction itself. It is not claimed that equal energies for one particular molecule would suffice to impose it.

The consequence is

$$
\Gamma_{\mu\lambda}=\gamma_{AB}\quad\text{for every }\mu\text{ on A and }\lambda\text{ on B}, \tag{2}
$$

with A = B included. "Depends only on the atoms" thus means on the pair of atoms. If $\gamma_{AB}$ is a function of the vector joining them, invariance under turning the whole molecule reduces this to a function of their distance. Invariance does not supply its value. CNDO/2 chooses the repulsion integral between the valence s orbitals, $\gamma_{AB}=(s_As_A|s_Bs_B)$.

Let $P_{\mu\nu}=2\sum_i c_{\mu i}c_{\nu i}$ be the density matrix of doubly occupied orbitals $i$, $P_{AA}=\sum_{\mu\in A}P_{\mu\mu}$ the electron population of A, and $Z_A$ its core charge. The CNDO/2 Fock matrix is then, for $\mu$ on A,

$$
F_{\mu\mu}=-\tfrac12(I_\mu+A_\mu)+\left[(P_{AA}-Z_A)-\tfrac12(P_{\mu\mu}-1)\right]\gamma_{AA}+\sum_{B\ne A}(P_{BB}-Z_B)\gamma_{AB}, \tag{3}
$$

$$
F_{\mu\nu}=\tfrac12(\beta_A+\beta_B)S_{\mu\nu}-\tfrac12P_{\mu\nu}\gamma_{AB}\quad(\nu\text{ on B}\ne A), \tag{4}
$$

$$
F_{\mu\nu}=-\tfrac12P_{\mu\nu}\gamma_{AA}\quad(\nu\ne\mu,\ \text{both on A}). \tag{5}
$$

Here $I_\mu$ and $A_\mu$ are the ionisation energy and electron affinity for orbital $\mu$ of the atom, $S_{\mu\nu}$ is the overlap, and $\beta_A$ is a negative resonance parameter.

## First derivation: mix two orbitals, then contract the integrals

### The repulsion integrals

Choose two orbitals $\mu,\nu$ on A and set, with $c=\cos\theta$ and $s=\sin\theta$,

$$
\mu'=c\mu+s\nu,\qquad \nu'=-s\mu+c\nu.
$$

The products needed are

$$
\mu'\nu'=cs(\nu\nu-\mu\mu)+(c^2-s^2)\mu\nu,\qquad
\mu'\mu'=c^2\mu\mu+s^2\nu\nu+2cs\,\mu\nu.
$$

By (1) in the old basis, terms containing $\mu\nu$ contribute nothing. For an orbital $\lambda$ left unmixed, on A or elsewhere,

$$
(\mu'\nu'|\lambda\lambda)=cs(\Gamma_{\nu\lambda}-\Gamma_{\mu\lambda}).
$$

By (1) in the new basis this must vanish. Since $cs\neq0$ for a general angle, $\Gamma_{\nu\lambda}=\Gamma_{\mu\lambda}$. For $\lambda$ on another atom B, $\Gamma_{\mu\lambda}$ is therefore the same for all $\mu$ on A. Mixing orbitals on B instead shows that it is the same for all $\lambda$ on B. This is (2) for different atoms.

When both products contain the mixed orbitals,

$$
(\mu'\nu'|\mu'\mu')=cs\left[c^2(\Gamma_{\mu\nu}-\Gamma_{\mu\mu})+s^2(\Gamma_{\nu\nu}-\Gamma_{\mu\nu})\right]=0 .
$$

This holds at every angle, while the ratio of $c^2$ to $s^2$ varies, so each difference vanishes separately: $\Gamma_{\mu\mu}=\Gamma_{\mu\nu}=\Gamma_{\nu\nu}$. Applied to every pair on A, this gives a single value $\gamma_{AA}$. An atom with one orbital satisfies (2) trivially.

Conversely, suppose (2) holds. Write the new orbitals as $i'=\sum_\mu O_{\mu i}\mu$, where $O$ is orthogonal and mixes only within atoms. For $i,j$ on A and $k,l$ on B,

$$
(i'j'|k'l')=\gamma_{AB}\sum_{\mu\in A}O_{\mu i}O_{\mu j}\sum_{\lambda\in B}O_{\lambda k}O_{\lambda l}=\gamma_{AB}\delta_{ij}\delta_{kl}.
$$

If $i$ and $j$ lie on different atoms, $O_{\mu i}O_{\mu j}=0$ for each $\mu$ and the integral vanishes. The form (1) is preserved.

Hybridisation is essential to this conclusion. If only p orbitals may be mixed with one another, nothing connects s to p, and $\Gamma$ may still distinguish four classes: $s_A,p_A,s_B,p_B$. A symmetric table for four classes has $4\cdot5/2=10$ entries; for two atoms without that distinction it has 3. A numerical count of the symmetric $\Gamma$ that survive the mixings gives the same 10 and 3, out of 36 without any invariance.

### The electron repulsion in the Fock matrix

The closed-shell Hartree–Fock matrix is

$$
F_{\mu\nu}=H_{\mu\nu}+\sum_{\lambda\sigma}P_{\lambda\sigma}\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right].
$$

$H$ contains the kinetic energy and the attraction by the cores. The factor $\tfrac12$ arises because exchange acts only between the half of the electrons with equal spin.

In the Coulomb sum, (1) requires $\mu=\nu$ and $\lambda=\sigma$, which leaves $\delta_{\mu\nu}\sum_BP_{BB}\gamma_{AB}$. In the exchange sum it requires $\lambda=\mu$ and $\sigma=\nu$, which leaves $-\tfrac12P_{\mu\nu}\gamma_{AB}$ for $\mu$ on A and $\nu$ on B. Hence

$$
F_{\mu\nu}=H_{\mu\nu}+\delta_{\mu\nu}\sum_BP_{BB}\gamma_{AB}-\tfrac12P_{\mu\nu}\gamma_{A(\mu)B(\nu)}. \tag{6}
$$

The subscripts on the last $\gamma$ name the atoms carrying $\mu$ and $\nu$, which may coincide. Exchange survives between different orbitals because it couples the density $\mu\mu$ to the density $\nu\nu$.

### The core matrix

The remaining task is to specify $H$. Its diagonal elements are

$$
H_{\mu\mu}=U_{\mu\mu}-\sum_{B\ne A}Z_B\gamma_{AB}, \tag{7}
$$

where $U$ holds the kinetic energy and the attraction by the atom's own core. An attraction matrix that stays diagonal under all mixings on A must be a multiple of the unit matrix: at 45 degrees its off-diagonal element is half the difference of two diagonal ones. CNDO/2 sets that multiple to $Z_B\gamma_{AB}$. Keeping the attraction diagonal is a further neglect of differential overlap, not a demand of invariance: the full attraction matrix of a point core transforms with the orbitals and is equally invariant. In the model below, the discarded element between s and $p_z$ on A has the size $Z_B\langle s_A|1/r_B|z_A\rangle=1.03$ hartree.

This choice neglects penetration. In the model below, an s electron on A is attracted by a point core at B with 0.442 hartree per unit charge, against $\gamma_{AB}=0.422$ hartree. For $Z_B=6$ the difference is about 0.12 hartree, which is not negligible. What the choice gains is that a neutral atom B adds no Coulomb term to $F_{\mu\mu}$ at any distance, because attraction and repulsion cancel in (3). It still shifts $F_{\mu\mu}$ indirectly, since bonding changes $P_{\mu\mu}$.

Between different atoms CNDO/2 sets $H_{\mu\nu}=\tfrac12(\beta_A+\beta_B)S_{\mu\nu}$. If this formula is to be applied element by element in every locally mixed basis, the factor in front must be common to all orbitals of the pair of atoms, since $S$ transforms with the orbitals and only a common factor passes through the transformation. With orbital-dependent factors, $H$ would have to be fixed in one basis and transformed as a matrix, as $U$ is below. Its form as a mean of atomic parameters is a further choice.

On one atom, $U$ is diagonal in s and p by spherical symmetry. It may keep $U_{ss}\ne U_{pp}$, provided that it is transformed as a matrix. Between the hybrids $h_1,h_2$ it has the element $\tfrac12(U_{ss}-U_{zz})$, which is $-0.150$ hartree on A in the model. Dropping that element would spoil the invariance gained in (2).

The values of $U$ are taken from atomic energies. With (2), each of the $\tfrac12m(m-1)$ electron pairs of an atom with $m$ valence electrons contributes $\gamma_{AA}$, and exchange integrals between different orbitals are zero:

$$
E=\sum_\mu n_\mu U_{\mu\mu}+\tfrac12m(m-1)\gamma_{AA}.
$$

Here $n_\mu$ is the occupation of $\mu$. Starting from the neutral atom, $m=Z_A$, remove an electron from $\mu$, or add one to it:

$$
I_\mu=-U_{\mu\mu}+\tfrac12\gamma_{AA}\left[(Z_A-1)(Z_A-2)-Z_A(Z_A-1)\right]=-U_{\mu\mu}-(Z_A-1)\gamma_{AA},
$$

$$
A_\mu=-U_{\mu\mu}+\tfrac12\gamma_{AA}\left[Z_A(Z_A-1)-(Z_A+1)Z_A\right]=-U_{\mu\mu}-Z_A\gamma_{AA}.
$$

For both processes to be possible from one configuration, $\mu$ must be singly occupied there. The mean of the two relations gives

$$
U_{\mu\mu}=-\tfrac12(I_\mu+A_\mu)-(Z_A-\tfrac12)\gamma_{AA}, \tag{8}
$$

and their difference gives $I_\mu-A_\mu=\gamma_{AA}$: within this model, $\gamma_{AA}$ is the cost of moving an electron between two distant neutral atoms of the same kind, from $\mu$ on one to $\mu$ on the other.

Insert (7) and (8) into the diagonal of (6). The terms in $\gamma_{AA}$ are

$$
-(Z_A-\tfrac12)+P_{AA}-\tfrac12P_{\mu\mu}=(P_{AA}-Z_A)-\tfrac12(P_{\mu\mu}-1),
$$

and those in $\gamma_{AB}$ combine to $P_{BB}-Z_B$. This is (3). The off-diagonal elements of (6) give (4) and (5) at once. When all atoms are neutral and $P_{\mu\mu}=1$, (3) reduces to $-\tfrac12(I_\mu+A_\mu)$.

## Second derivation: charge distributions, then the energy

### The interaction of two distributions

A symmetric matrix $X$ describes the charge distribution $\rho_X=\sum_{\mu\nu}X_{\mu\nu}\mu\nu$. The interaction of two distributions is

$$
J[X,Y]=\sum_{\mu\nu\lambda\sigma}X_{\mu\nu}(\mu\nu|\lambda\sigma)Y_{\lambda\sigma}.
$$

Its value does not depend on the basis in which the distributions are expanded. By (1), a distribution whose matrix has zero diagonal interacts with nothing. The requirement extends this to matrices with zero diagonal in any locally mixed basis.

Parts of $X$ connecting different atoms have zero diagonal and drop out. So do the off-diagonal parts within one atom. For two orbitals on A, put $u=(\mu+\nu)/\sqrt2$ and $v=(\mu-\nu)/\sqrt2$. Then

$$
\mu\mu-\nu\nu=2uv .
$$

This distribution has zero diagonal in the basis containing $u,v$, so it too interacts with nothing. Any diagonal matrix on A with entries $x_k$ of zero sum is a combination of such differences, $\sum_{k<n}x_k(kk-nn)$, with $n=n_A$ the number of orbitals. Therefore every traceless distribution on A is inert.

What remains of $X$ on A is its trace, $\mathrm{tr}_AX=\sum_{\mu\in A}X_{\mu\mu}$, spread evenly over the orbitals: $(\mathrm{tr}_AX/n_A)\,1_A$, with $1_A$ the unit matrix on A. Consequently

$$
J[X,Y]=\sum_{AB}\gamma_{AB}\,\mathrm{tr}_AX\;\mathrm{tr}_BY,\qquad
\gamma_{AB}=\frac{J[1_A,1_B]}{n_An_B}. \tag{9}
$$

Choosing $\rho_X=\mu\mu$ and $\rho_Y=\lambda\lambda$ gives $\Gamma_{\mu\lambda}=\gamma_{AB}$, which is (2). Since traces are unchanged by orthogonal mixing within an atom, (9) also proves the converse.

Equation (9) shows the physical content of CNDO. Atomic populations interact, while the dipole described by $sz$ and the quadrupole described by $zz-xx$ do not. The loss can be seen in the model's true integrals between p orbitals on A and the s orbital on B: $(zz|ss)=0.482$ and $(xx|ss)=0.398$ hartree, for a bond along $z$. CNDO/2 replaces both by 0.422 hartree.

### The energy and its variation

Let $\varphi_i=\sum_\mu c_{\mu i}\mu$ be the doubly occupied orbitals. The repulsion energy of the closed-shell determinant is

$$
E_{ee}=\sum_{ij}\left[2(ii|jj)-(ij|ij)\right].
$$

For an ordered pair $i,j$ there are four spin combinations, two of them with equal spin; the factor $\tfrac12$ against double counting turns these into 2 and 1.

Apply (9). The distribution $\varphi_i\varphi_j$ has trace $\sum_{\mu\in A}c_{\mu i}c_{\mu j}$ on A. Since $\sum_i c_{\mu i}c_{\lambda i}=\tfrac12P_{\mu\lambda}$,

$$
2\sum_{ij}(ii|jj)=2\sum_{AB}\gamma_{AB}\frac{P_{AA}}2\frac{P_{BB}}2=\tfrac12\sum_{AB}\gamma_{AB}P_{AA}P_{BB},
$$

$$
\sum_{ij}(ij|ij)=\sum_{AB}\gamma_{AB}\sum_{\mu\in A}\sum_{\lambda\in B}\Big(\sum_ic_{\mu i}c_{\lambda i}\Big)^2=\tfrac14\sum_{AB}\gamma_{AB}\sum_{\mu\in A}\sum_{\lambda\in B}P_{\mu\lambda}^2 .
$$

The electronic energy is therefore

$$
E=\sum_{\mu\nu}P_{\mu\nu}H_{\mu\nu}+\tfrac12\sum_{AB}\gamma_{AB}P_{AA}P_{BB}-\tfrac14\sum_{AB}\gamma_{AB}\sum_{\mu\in A}\sum_{\lambda\in B}P_{\mu\lambda}^2. \tag{10}
$$

Vary $P$. The population term changes by $\sum_{AB}\gamma_{AB}P_{BB}\,\delta P_{AA}$, because the two factors contribute equally. The last term changes by $-\tfrac12\sum\gamma_{AB}P_{\mu\lambda}\,\delta P_{\mu\lambda}$. Thus $\delta E=\sum_{\mu\nu}F_{\mu\nu}\,\delta P_{\mu\nu}$, where $F$ is the matrix (6).

This $F$ is indeed the matrix whose eigenvectors are the orbitals. Mix a little of an empty orbital into an occupied one, $\delta c_i=\eta c_a$. Then $\delta P=2\eta(c_ac_i^T+c_ic_a^T)$ and $\delta E=4\eta\,c_a^TFc_i$. A stationary energy requires $c_a^TFc_i=0$ for every such pair. Mixing the occupied orbitals among themselves leaves $P$ unchanged, so they can be chosen to diagonalise $F$ in their own space, and likewise the empty ones. The result is $Fc_i=\varepsilon_ic_i$. With the core matrix (7), (8) and its resonance elements, (6) becomes (3)–(5), as before.

## A molecule in numbers

The model uses $Z_A=4$, $Z_B=6$, ten electrons and a distance of 2.2 bohr. Each atom has one Gaussian s shell and one Gaussian p shell. The exponents for s and p are 0.25 and 0.45 bohr$^{-2}$ on A, and 0.5 and 0.9 bohr$^{-2}$ on B. The parameters are round numbers: $\tfrac12(I+A)=0.5$ and $0.2$ hartree for s and p on A, $0.9$ and $0.3$ hartree for s and p on B, $\beta_A=-0.8$ and $\beta_B=-1.1$ hartree. The s–s integrals are $\gamma_{AA}=0.5642$ and $\gamma_{AB}=0.4216$ hartree.

At self-consistency $P_{AA}=3.9470$, $P_{BB}=6.0530$ and $P_{s_As_A}=1.7794$. Equation (3) gives, in hartree,

$$
F_{s_As_A}=-0.5+\left[-0.0530-\tfrac12(0.7794)\right]0.5642+(0.0530)\,0.4216
$$

$$
=-0.5000-0.2498+0.0223\approx-0.727 .
$$

Most of the shift from the atomic value comes from the occupation of the orbital itself: the electron does not repel itself, and (3) corrects for this relative to single occupation. The net charges of $\pm0.053$ contribute little.

Between the s orbitals of the two atoms, $S=0.4086$ and $P=0.2425$, so (4) gives

$$
F_{s_As_B}=-0.95(0.4086)-\tfrac12(0.2425)(0.4216)=-0.3882-0.0511=-0.4393\ \text{hartree}.
$$

On atom A, $P_{s_Az_A}=-0.4609$, and (5) gives $F_{s_Az_A}=+0.1300$ hartree. Exchange thus couples s and $p_z$ on one atom directly, where the CNDO/2 core matrix $H$ has no element; $H$ connects them only through the orbitals of B.

The total energy, with the core repulsion $Z_AZ_B/R$ included, is $-23.9882$ hartree ($-652.75$ eV). It is the same for the bond along $z$, for the tilted bond and for digonal hybrids, with a largest difference of about $10^{-14}$ hartree. The numerical check also compares (3)–(5) with numerical derivatives of the energy.

## What each derivation assumes

Both derivations assume real orthonormal orbitals, a closed-shell determinant, and complete neglect of differential overlap in every locally mixed basis. Both take the core matrix as separate input, since invariance asks only that it transform as a matrix; it restricts the form of a part only when that part is to be given by the same element-by-element rule in every basis, and it fixes no values.

They use the requirement differently. The first examines integrals with one product of different orbitals and relies on angles other than 45 degrees. At 45 degrees alone, its one-atom condition would give only $\Gamma_{\mu\mu}=\Gamma_{\nu\nu}$. The second needs only the original basis and the 45-degree mixtures, because it also uses the vanishing of integrals in which both products are of different orbitals, such as $(uv|uv)$. The first shows which freedom remains if hybridisation is not demanded; the second shows which charge distributions are lost.

For the Fock matrix, the first derivation starts from the Hartree–Fock matrix as known. The second assumes the determinant energy and a stationary point, and obtains the matrix from them.

Both proofs of (2) rest on neglecting products of different orbitals on the same atom, and (2) is no longer forced when all integrals over such products are kept. Neglect of diatomic differential overlap (NDDO) is such a scheme. NDDO discards products of orbitals on different atoms but keeps all products on one atom. Mixing within an atom turns these products into one another, so the approximation is invariant while its integrals still depend on the orbitals. With the same core matrix, its energy for the model is $-26.3043$ hartree in all three descriptions. This number shows the invariance only, since it pairs NDDO repulsion with the CNDO attraction; with the attraction taken as $Z_B(\mu\nu|s_Bs_B)$ on A and $Z_A(\mu\nu|s_As_A)$ on B, the energy is $-25.320$ hartree. Invariance therefore forces atom-only integrals in conjunction with the neglect of one-atom products, and not by itself. For different atoms it is enough to neglect such products in the two-centre integrals: with all one-centre integrals kept, orbital-dependent two-centre values still change the model energy by $-0.050$ hartree (tilt) and $-1.122$ hartree (hybrids), while $\gamma_{AB}$ leaves it unchanged.

## Numbers as computed

```
free parameters in Gamma, no invariance: 36
free parameters, rotations only: 10
free parameters, rotations and hybridisation: 3
distance R = 2.2 bohr; electrons = 10
atom A: Z = 4, beta = -0.8 hartree, exponents s, p = 0.25, 0.45 bohr^-2
atom A: (I+A)/2 for s, p = 0.5, 0.2 hartree
atom B: Z = 6, beta = -1.1 hartree, exponents s, p = 0.5, 0.9 bohr^-2
atom B: (I+A)/2 for s, p = 0.9, 0.3 hartree
True one-centre integrals on A (hartree):
  (ss|ss) = 0.56419, (ss|zz) = 0.56357
  (zz|zz) = 0.61817, (xx|zz) = 0.54247
  (xz|xz) = 0.03785, (sz|sz) = 0.12589
True two-centre integrals, p on A with s on B (hartree):
  (zz|ss) = 0.48158, (xx|ss) = 0.39840
gamma_AA, gamma_BB, gamma_AB = 0.56419, 0.79788, 0.42161 hartree
<s_A|1/r_B|s_A> = 0.44191 hartree per unit core charge
U for s_A, p_A, s_B, p_B = -2.47466, -2.17466, -5.28837, -4.68837 hartree
s_A: I = 0.78209, A = 0.21791 hartree
core element between the two hybrids on A = -0.15000 hartree
overlaps s_A-s_B, z_A-z_B, x_A-x_B = 0.40861, -0.38471, 0.20205
largest Fock error against energy derivative = 3.4e-14 hartree
Self-consistent CNDO/2 solution:
  populations P_AA, P_BB = 3.94703, 6.05297
  net charges A, B = +0.05297, -0.05297 e
  P(s_A,s_A) = 1.77944, P(s_A,s_B) = 0.24252, P(s_A,z_A) = -0.46091
  F(s_A,s_A): atomic -0.50000, own atom -0.24976, other atom +0.02233 hartree
  F(s_A,s_A) = -0.72743 hartree
  F(s_A,s_B): resonance -0.38818, exchange -0.05113, sum -0.43930 hartree
  F(s_A,z_A) = 0.13002 hartree
  occupied levels (hartree): -1.61642 -0.82318 -0.69314 -0.69314 -0.67685
  empty levels (hartree): 0.15474 0.15474 0.53871
  total energy = -23.988216 hartree = -652.7526 eV
Total energies (hartree): CNDO/2 | orbital-dependent Gamma | NDDO
  bond along z: -23.988216 | -23.921627 | -26.304343
  bond tilted 45 deg: -23.988216 | -23.997625 | -26.304343
  digonal hybrids: -23.988216 | -25.329560 | -26.304343
orbital-dependent Gamma, change on tilting = -0.075998 hartree = -2.0680 eV
orbital-dependent Gamma, change on hybridising = -1.407932 hartree = -38.3118 eV
largest CNDO/2 change = 1.4e-14 hartree
largest NDDO change = 1.4e-14 hartree
```
